# Why electron doping raises moire zone-corner levels in magic-angle graphene

**Q.** When I gate magic-angle graphene, I think of adding electrons to a fixed band structure. I am told that the bands themselves change shape, with the states at the moire zone corner K moving relative to those at the zone centre Γ. How can electrostatics do that? A potential should shift every level equally.

**A.** A uniform potential does. A potential that varies within the moire cell shifts each state according to where its density lies. We therefore need three things: the density of the K states, the density of the Γ states, and the potential made by the added electrons.

I shall treat the Hartree part of the interaction, which is the classical electrostatic energy of an electron in the average charge of the others. The four spin and valley flavours are filled equally. Filling $\nu$ is the number of electrons per moire cell counted from neutrality, and all energies are electron energies. The uniform part of the potential is left out, because it cancels from level differences.

**Q.** Which model gives you the states?

**A.** A continuum model of one valley. Each layer has a Dirac cone, and tunnelling connects the layers. With $\boldsymbol\sigma$ acting on the two sublattices, its matrix elements are

$$
H_{QQ'}(\mathbf k)=\hbar v\,\boldsymbol\sigma\cdot(\mathbf k-\mathbf Q)\,\delta_{QQ'}+\sum_{j=1}^{3}T_j\,\delta_{\mathbf Q-\mathbf Q',\pm\mathbf q_j},
$$

$$
T_j=w_{AA}+w_{AB}\,\boldsymbol\sigma\cdot\mathbf n_j .
$$

The momentum in a plane wave is $\mathbf k-\mathbf Q$. The top layer has $\mathbf Q=\mathbf q_1+\mathbf G$ and the bottom layer $\mathbf Q=-\mathbf q_1+\mathbf G$, where $\mathbf G$ is a moire reciprocal vector. The vector $\mathbf q_1$ points along $-y$, $\mathbf n_1$ is the unit vector along $x$, and the other members of each set follow by rotations through 120°. Γ is at $\mathbf k=0$ and K at $\mathbf k=\mathbf q_1$. I neglect the small relative rotation of $\boldsymbol\sigma$ between the layers; the electron–hole symmetry used below is exact only in this approximation.

In real space the tunnelling is $T(\mathbf r)=\sum_jT_je^{-i\mathbf q_j\cdot\mathbf r}$. At $\mathbf r=0$ all phases are 1, and $\sum_j\mathbf n_j=0$, so

$$
T(0)=3w_{AA}.
$$

Only equal sublattices are coupled there: atoms of the same type face each other. The origin is thus the centre of an AA region.

**Q.** Why should K and Γ states have different densities around that point?

**A.** A threefold rotation $R$ about AA gives the reason at Γ. Define $U=\mathrm{diag}(e^{2\pi i/3},e^{-2\pi i/3})$ on the sublattices. The upper off-diagonal element of $\boldsymbol\sigma\cdot\mathbf p$ is $p_x-ip_y$. Conjugation by $U$ multiplies it by $e^{4\pi i/3}=e^{-2\pi i/3}$, which is what rotating $\mathbf p$ does. Hence $U(\boldsymbol\sigma\cdot\mathbf p)U^\dagger=\boldsymbol\sigma\cdot R\mathbf p$. The same identity turns each $T_j$ into the next one, so the rotation

$$
\psi(\mathbf r)\to U\psi(R^{-1}\mathbf r)
$$

is a symmetry at Γ. Numerical diagonalization for the parameters below shows that both flat states at Γ have rotation eigenvalue 1. At the origin this means

$$
\psi(0)=U\psi(0).
$$

Neither diagonal element of $U$ is 1, so both sublattice amplitudes must vanish, in each layer. The Γ states have a node at the centre of AA.

The K states are not subject to this node. Their computed density at the centre is 4.9 times the cell average. A disk around AA with radius one quarter of the moire period covers about 23% of the cell. It contains about 62% of the K density and between 24 and 25% of the Γ density. The Γ states thus do not avoid the disk as a whole: their share is slightly above that of a uniform density, although they vanish at its centre. The contrast comes mainly from the concentration of the K states.

**Q.** How do you turn these densities into something that an energy calculation can use?

**A.** Take the two flat states at momentum $\mathbf k$ and form the matrix

$$
\Lambda_{mn}(\mathbf k,\mathbf G)=\langle m\mathbf k|e^{i\mathbf G\cdot\mathbf r}|n\mathbf k\rangle ,\qquad
F_{\mathbf k}(\mathbf G)=\tfrac12\mathrm{Tr}\,\Lambda(\mathbf k,\mathbf G).
$$

$F$ is a Fourier component of the mean density of the pair. It is near zero for a nearly uniform density, and large and positive for a density concentrated at the origin.

It is also real. The operation $\psi(\mathbf r)\to\sigma_x\psi^*(-\mathbf r)$ preserves the momentum of a plane wave, and $\sigma_x(\boldsymbol\sigma\cdot\mathbf p)^*\sigma_x=\boldsymbol\sigma\cdot\mathbf p$, so it commutes with $H(\mathbf k)$. The density of the pair is therefore unchanged by $\mathbf r\to-\mathbf r$, and its Fourier components are real.

For the six shortest reciprocal vectors, the first shell, I find $F_K=0.419$ and $F_\Gamma=0.037$.

**Q.** Now the added charge. Relative to what do you count it?

**A.** Relative to a half-occupied pair of flat bands. Let $P_{\mathbf k}$ be the occupation matrix of the pair, with eigenvalues between 0 and 1. With four equal flavours and $N_k$ momenta, the added charge per cell has the Fourier components

$$
N(\mathbf G)=\frac4{N_k}\sum_{\mathbf k}\mathrm{Tr}\!\left[\left(P_{\mathbf k}-\tfrac12\right)\Lambda(\mathbf k,\mathbf G)\right].
$$

At neutrality it vanishes. To see this, send $\mathbf Q\to-\mathbf Q$ and reverse the sign of the amplitude in one layer. The first step exchanges the layers and gives $\boldsymbol\sigma\cdot(\mathbf k+\mathbf Q)=-\boldsymbol\sigma\cdot(-\mathbf k-\mathbf Q)$; the second reverses the sign of tunnelling. Together they turn $H(\mathbf k)$ into $-H(-\mathbf k)$. Each valence state thus has a conduction partner at $-\mathbf k$ with the reflected density. Since the densities are already even under reflection, the full valence band carries half the density of the pair, which is the reference. The same symmetry makes $N(\mathbf G)$ change sign when $\nu$ does.

**Q.** And the potential made by this charge?

**A.** Put the bilayer at $z=0$ between metallic gates at $z=\pm d$, in a medium of relative permittivity $\varepsilon$. Electrons repel: the charge $-e$ enters once in the source and once in the energy, so the product is $+e^2$. For areal density $n_Ge^{i\mathbf G\cdot\mathbf r}$, with $n_G=N(\mathbf G)/A$ and $A$ the cell area, the potential energy $u(z)e^{i\mathbf G\cdot\mathbf r}$ obeys

$$
-u''+G^2u=\frac{e^2}{\varepsilon_0\varepsilon}n_G\,\delta(z),\qquad u(\pm d)=0 .
$$

Away from the sheet the solution is $u=C\sinh[G(d-|z|)]$. Integrating across $z=0$ equates the drop in slope to the source:

$$
2CG\cosh(Gd)=\frac{e^2n_G}{\varepsilon_0\varepsilon}.
$$

Then $u(0)=C\sinh(Gd)$ gives

$$
V_G=\frac{v(G)}A N(\mathbf G),\qquad v(G)=\frac{e^2}{2\varepsilon_0\varepsilon G}\tanh(Gd).
$$

Because $v(G)>0$, each harmonic of the potential energy has the sign of the corresponding charge harmonic. With positive harmonics $V(\mathbf r)=\sum_{G\ne0}V_G\cos(\mathbf G\cdot\mathbf r)$ is largest at $\mathbf r=0$, where every cosine is 1.

**Q.** So what is the relative shift of the levels?

**A.** Within the two flat bands, the potential adds the matrix $\sum_GV_G\Lambda(\mathbf k,\mathbf G)$ to the bare energies. The mean of two eigenvalues is half the trace of their matrix, so the mean flat level moves by $\sum_GV_GF_{\mathbf k}(\mathbf G)$. Subtracting the result at Γ from that at K gives

$$
\boxed{D=\sum_{G\ne0}V_G\left[F_K(\mathbf G)-F_\Gamma(\mathbf G)\right]}
$$

For a given potential this holds to any strength within the two-band space. With the remote bands included it is the first-order result. In real space it reads

$$
D=\int_{\rm cell}V(\mathbf r)\left[\rho_K(\mathbf r)-\rho_\Gamma(\mathbf r)\right]d^2r,
$$

where each $\rho$ is the mean density of a pair, normalized to one electron per cell. Electron doping makes $V$ high at AA, K states have more density there, and $D$ is positive. Hole doping reverses $V$ and hence $D$. If all flat states had the same density, $D$ would vanish within the two-band space however strong the potential.

**Q.** Put in numbers for a device like mine.

**A.** I take a twist of 1.10°, $\hbar v=0.60$ eV nm, $w_{AA}=0.088$ eV and $w_{AB}=0.110$ eV. The relative permittivity is 12, standing for the surroundings and the remote bands together. The gates are 20 nm away and the temperature is 10 K. The moire period is 12.8 nm and the cell area 142.2 nm², so one added electron per cell means a density of $0.70\times10^{12}$ cm⁻².

The shortest reciprocal vector has length $G_1=0.566$ nm⁻¹, and $v(G_1)/A=9.365$ meV. The occupations and the potential are iterated until they agree. For $\nu=1$ this gives $N(G_1)=0.302$, hence

$$
V_{G_1}=9.365\ \mathrm{meV}\times0.3023=2.83\ \mathrm{meV}.
$$

Six equal terms contribute to the first-shell shift:

$$
D_1=6\times2.831\ \mathrm{meV}\times(0.4188-0.0368)=6.49\ \mathrm{meV}.
$$

The next two shells bring the total to $D=7.0$ meV. The potential is 19.6 meV at AA and −6.9 meV at AB, measured from its cell average, and its maximum lies at the AA centre. These two values keep three shells of harmonics; more shells and a larger plane-wave basis change them to 19.9 and −7.0 meV.

**Q.** Is it K that rises, or Γ that falls?

**A.** With the cell average of the potential set to zero, the mean K level rises by 7.4 meV and the mean Γ level by 0.4 meV. Nearly all of the relative shift comes from K.

This can change the order of the levels. Before doping, the K levels have mean energy zero and the conduction level at Γ lies at 3.6 meV. The particle-hole operation exchanges the two Γ levels without changing their density, so to first order each rises by the same 0.4 meV. The conduction level at Γ then lies near 4.0 meV, below the mean K level at 7.4 meV.

**Q.** You have shown a correlation between AA density and the shift. How do you know that the position of the peak is responsible?

**A.** Keep the strength and shape of the potential and translate its peak from AA to AB. For the first shell, $\mathbf G\cdot\mathbf r_{AB}=\pm2\pi/3$ up to multiples of $2\pi$. The form factors are even in $\mathbf G$, so the phases combine into $\cos(2\pi/3)=-1/2$, and the first-shell shift becomes

$$
-\tfrac12\times6.49\ \mathrm{meV}=-3.2\ \mathrm{meV}.
$$

I tested this with the complete plane-wave Hamiltonian, remote bands included, by applying a small fraction of the potential and taking the slope of the level difference. Scaled to the full potential, the slope is +7.0 meV with the peak at AA and −2.9 meV with the peak at AB. The second value is not minus the first, since a translation does not simply reverse the potential. The change of sign does show that the location of the peak decides the direction of the shift.

**Q.** If K rises, should the added electrons not leave the K states? That would undermine your explanation.

**A.** They do redistribute, and this weakens the charge modulation without removing it. Let $\mathcal F_0[P]$ be the free energy per cell of the bare flat bands at fixed temperature and filling. The bare occupation $P_0$ minimizes $\mathcal F_0$. The final occupation $P$ minimizes $\mathcal F_0+\sum_GV_GN(\mathbf G)$ with the final potential held fixed. Therefore

$$
\mathcal F_0[P]+\sum_GV_GN\le\mathcal F_0[P_0]+\sum_GV_GN_0,\qquad \mathcal F_0[P_0]\le\mathcal F_0[P].
$$

Adding the two inequalities leaves $\sum_GV_GN\le\sum_GV_GN_0$. Now insert $V_G=vN/A$ and apply the Cauchy–Schwarz inequality with the positive weights $v$:

$$
\sum_GvN^2\le\sum_GvNN_0\le\left(\sum_GvN^2\right)^{1/2}\left(\sum_GvN_0^2\right)^{1/2}.
$$

It follows that $\sum_GvN^2\le\sum_GvN_0^2$: the electrostatic energy of the modulation cannot exceed its value for the bare occupations. In the example, bare occupations would give $D=9.7$ meV, and redistribution reduces this to 7.0 meV, at the same filling and temperature.

**Q.** Can I then scale the 7 meV with gate voltage?

**A.** Not linearly. The calculated shifts are 7.0, 16.1 and 26.4 meV at fillings 1, 2 and 3, or 7.0, 8.1 and 8.8 meV per added electron. A larger plane-wave basis, a finer momentum mesh and more shells together raise the three shifts by no more than about 0.15 meV. At filling −2 the shift is −16.1 meV, as the symmetry requires.

Two reference cases help to read these values. For a few electrons spread evenly over the states around K, with all other electrons held fixed, the average contribution to $N$ is $F_K$ per electron. The first shell then gives

$$
6\times9.365\ \mathrm{meV}\times0.4188\times0.3820=9.0\ \mathrm{meV}
$$

per electron per cell, to be compared with the first-shell value of 6.5 meV at $\nu=1$. This is not the low-filling limit of the calculated shift, in which the other electrons respond. At $\nu=4$ both flat bands are full, $P_{\mathbf k}=1$, and

$$
N(\mathbf G)=\frac4{N_k}\sum_{\mathbf k}\tfrac12\mathrm{Tr}\,\Lambda(\mathbf k,\mathbf G)=\frac4{N_k}\sum_{\mathbf k}F_{\mathbf k}(\mathbf G).
$$

No redistribution within the flat bands is then possible, and the total shift within the two-band space is 37 meV, or 9.3 meV per added electron. Mixing with the remote bands at this potential lowers the total by about 0.8 meV. I have not determined how much of the growth per electron between fillings 1 and 3 comes from this loss of freedom. Warming the $\nu=1$ case to 30 K, with all else fixed, raises $D$ to 7.8 meV. The shift therefore depends on temperature as well as on filling.

**Q.** You kept two bands and dropped exchange. How much do those choices matter?

**A.** At Γ the lower remote bands lie 30 meV below the flat valence level before doping, and 27 meV below it at $\nu=1$. Applying the same potential to the full Hamiltonian changes $D$ by less than 0.01 meV. This concerns mixing at fixed potential; a further response of the remote charge is represented only by the permittivity. At filling 3, where the potential is stronger, the same mixing lowers $D$ by about 0.3 meV.

Exchange acts between electrons of the same flavour. Its contribution to the two-band energy matrix is

$$
\Sigma(\mathbf k)=-\frac1{N_kA}\sum_{\mathbf k',\mathbf G}v(|\mathbf k-\mathbf k'+\mathbf G|)\,L\left(P_{\mathbf k'}-\tfrac12\right)L^\dagger,
$$

where $L_{mn}=\langle m\mathbf k|e^{i(\mathbf k-\mathbf k'+\mathbf G)\cdot\mathbf r}|n\mathbf k'\rangle$. Half the trace at K minus that at Γ is −0.3 meV at $\nu=1$, using the occupations from the Hartree calculation. Exchange thus opposes the shift slightly at this filling, but its share grows with doping: the same estimate gives about −3.5 meV at $\nu=2$ and −7.4 meV at $\nu=3$, roughly a quarter of the Hartree shift. This is an estimate for equal flavours; iterating exchange along with the occupations could change it.

The finite distance between the layers can also be sized. If each carries half the charge and they are $c=0.34$ nm apart, the kernel is multiplied by $(1+e^{-G_1c})/2$, a reduction of 9% in $v(G_1)$. The gates are too distant to matter for the modulation: they reduce $v(G_1)$ by about $3\times10^{-8}$ percent.

**Q.** What should I carry over to a real sample?

**A.** Carry over the mechanism and the sign of the Hartree shift; its size depends on the parameters. The permittivity matters directly, and here a single number stands for both the surroundings and the remote bands. At fixed charge the potential scales as $1/\varepsilon$, so going from 12 to 10 would raise the bare-occupation shift from 9.7 to 11.7 meV; redistribution would moderate the increase. The twist hardly changes the density contrast: with the other parameters fixed, the first-shell value of $F_K-F_\Gamma$ is close to 0.38 at both 1.05° and 1.20°. The shift itself is more sensitive, because the bandwidth and the added charge also change: at $\nu=1$ it is about 7 meV at 1.05° and 9 meV at 1.20°.

The assumption most exposed in cold samples is equal filling of the flavours. Suppose that one electron per cell instead fills the conduction band of a single flavour, while the other three flavours keep their bare neutral occupations. Then $N(G_1)$ becomes the zone average of $F$. That average is 0.39, close to the K value of 0.419, so the first-shell shift becomes 8.4 meV, compared with 6.5 meV above. Exchange would then also differ between flavours and could exceed my estimate. Strain and twist disorder change the states themselves, and I have not sized their effect.

A spectroscopic comparison should therefore follow the separation of K and Γ features as the filling changes, and should not assign all of it to the Hartree potential: exchange already takes back a sizeable part at fillings 2 and 3 with equal flavours, and polarized flavours change both terms. The remaining computed values are in the numerical output.

## Values computed for the example and the checks

```
Twist angle: 1.10 deg
Dirac hbar v: 0.60 eV nm
AA tunnelling: 0.088 eV
AB tunnelling: 0.110 eV
Relative dielectric constant: 12.0
Gate distance: 20.0 nm
Temperature: 10.0 K
Moire period: 12.814 nm
Moire cell area: 142.19 nm^2
Density at filling 1: 0.703 10^12 cm^-2
First reciprocal length: 0.5662 nm^-1
Kernel v(G1)/A: 9.365 meV
Bare Gamma conduction level: 3.601 meV
Bare K mean level: -0.000 meV
AA disk radius: 3.203 nm
AA disk area fraction: 0.228
K weight in AA disk: 0.622
Gamma weight in AA disk: 0.245
K density at AA / average: 4.867
Gamma density at AA / average: 0.000
First-shell F at K: 0.4188
First-shell F at Gamma: 0.0368
First-shell N at filling 1: 0.3023
First-shell V_G at filling 1: 2.831 meV
Hartree V at AA, filling 1: 19.631 meV
Hartree V at AB, filling 1: -6.926 meV
Distance of V peak from AA: 0.000 nm
K mean shift, filling 1: 7.394 meV
Gamma mean shift, filling 1: 0.421 meV
K-Gamma shift D, filling -2: -16.114 meV
K-Gamma shift D, filling 1: 6.974 meV
K-Gamma shift D, filling 2: 16.115 meV
K-Gamma shift D, filling 3: 26.380 meV
First-shell part of D, filling 1: 6.489 meV
D with frozen occupations, filling 1: 9.728 meV
Full-level slope, filling 1: 6.974 meV
Slope with peak moved to AB: -2.907 meV
D with remote-band mixing: 6.968 meV
Bare Gamma gap to lower remote bands: 29.953 meV
Same gap at filling 1: 26.990 meV
Exchange estimate for K-Gamma: -0.330 meV
D on 18 by 18 mesh: 6.973 meV
D at 30 K: 7.785 meV
Layer separation used for estimate: 0.34 nm
Layer-separation reduction of v(G1): 8.76 %
Gate reduction of v(G1): 2.92e-08 %
F contrast at 1.05 deg: 0.3824
F contrast at 1.20 deg: 0.3758
F contrast at 1.10 deg: 0.3820
```
